# Why the Pilling-Bedworth cube root is not a lateral growth strain

**Question**

I am estimating the growth stress in an oxide scale on a flat metal plate. The oxide occupies 1.728 times the volume of the metal it replaces, so I took the cube root, 1.2, and assigned the oxide an in-plane growth strain of 20%. The metal prevents that expansion. With Young modulus $E=200$ GPa and Poisson ratio $\nu=0.25$, I get a compressive stress of about 53 GPa, which no scale could carry.

The oxide grows by metal cations moving outward through the scale and reacting at its outer surface. The extra volume is real, so where does it go? Is the stress relaxed somehow, or is the strain itself wrong?

**Answer**

The strain is wrong for this growth process. The volume ratio says how much oxide appears, but not in which direction the extra material is placed.

**What the volume ratio fixes**

Let $R$ be the oxide volume per cation divided by the metal volume per atom. I assume a compact oxide that retains all the consumed metal. Compare a piece of metal with the stress-free oxide made from its atoms. Let $\lambda$ be the ratio of their lengths in each of the two in-plane directions, and $\lambda_n$ the ratio along the surface normal. Volume balance gives

$$\lambda^2\lambda_n=R .$$

This is one equation for two unknowns. Setting $\lambda_n=\lambda$ gives $\lambda=R^{1/3}$, but that equality is an extra assumption: each piece of metal swells in place, equally in all directions. Outward growth does something else. It removes atoms from the metal and builds them into new oxide at a free surface.

**Where the atoms go**

Take simple cubic cells with one cation each, of edge $a_m$ in the metal and $a_{ox}$ in the oxide. Then $R=(a_{ox}/a_m)^3$, so $a_{ox}=R^{1/3}a_m$.

Over an area $A$, one metal plane contains $A/a_m^2$ atoms, whereas one relaxed oxide plane needs $A/a_{ox}^2$ cations. One metal plane therefore supplies

$$\frac{A/a_m^2}{A/a_{ox}^2}=\left(\frac{a_{ox}}{a_m}\right)^2=R^{2/3}$$

oxide planes. Each has thickness $a_{ox}=R^{1/3}a_m$, so their total thickness is

$$R^{2/3}\,R^{1/3}a_m=Ra_m .$$

The lateral area is still $A$. Hence $\lambda=1$ and $\lambda_n=R$, and consuming a metal thickness $s$ produces an oxide thickness $h=Rs$. The cube root is present as a ratio of lattice spacings, provided the metal and cation lattices are of the same type and aligned, as here. Otherwise the in-plane misfit is a different number: for FeO on bcc Fe(001) it is about 6%, although $R\approx1.7$. It is not a lateral strain, because the oxide planes have fewer cations per unit area and the surplus cations form additional planes.

For $a_m=0.25$ nm and $a_{ox}=0.30$ nm, $R=1.2^3=1.728$ and $R^{2/3}=1.44$. Ten metal planes supply on average 14.4 oxide planes. If $s=10$ µm, then $h=17.28$ µm.

This count assumes that the first oxide has relaxed to its own spacing. I also assume that later layers continue the lattice beneath them, column by column. If that oxide already carries an elastic strain, the new layers then inherit it: outward growth adds no lateral growth strain, but it does not erase an existing one. New layers that leave out or add columns can relieve part of it.

**What the 53 GPa would require**

For equal in-plane stresses $\sigma$ and a free normal direction, Hooke's law gives the in-plane elastic strain

$$e=\frac{\sigma-\nu\sigma}{E},\qquad\text{so}\qquad \sigma=Me,\quad M=\frac{E}{1-\nu}.$$

Tension is positive. Here $M=200/0.75=266.7$ GPa, and your estimate is $-M(R^{1/3}-1)=-266.7\times0.2=-53.3$ GPa.

A lattice picture of that constraint would force one oxide column onto every metal column. Measured from the oxide's own spacing, the elastic strain would be

$$e=\frac{a_m}{a_{ox}}-1=R^{-1/3}-1=-0.167 ,$$

giving $-44.4$ GPa. The two values differ because the first strain is referred to the metal length and the second to the oxide length. Both lie far outside linear elasticity, so neither is a prediction.

The energy shows what such registry would cost. Two in-plane stresses $Me$ each do work through a strain $e$, so the energy density is $\tfrac12(2Me\cdot e)=Me^2$. Multiplied by the cell volume $a_{ox}^3$, this is 1.25 eV per cation in the linear estimate. An oxide free to choose its number of columns avoids this cost. On a width of 1 µm there are 4000 metal columns, but the elastic energy is least for 3333 oxide columns. The remaining strain of $10^{-4}$ arises because the number of columns must be an integer.

**The same atoms can cause stress if placed elsewhere**

Consider a two-dimensional triangular crystal with nearest-neighbour bonds, $n$ atoms per row and a fixed width equal to $n$ natural bond lengths. Its top and bottom are free.

If one extra atom is squeezed into every row, $n+1$ bonds share the width of $n$. Each row then has strain

$$e=\frac{n}{n+1}-1=-\frac{1}{n+1}.$$

The bonds between rows can recover their natural length by moving the rows apart, but the bonds along the rows cannot. For $n=24$ the strain is $-0.04$.

I compared this with adding the same number of atoms to the top, using a nearest-neighbour pair potential that is exactly harmonic in compression, and numerical energy minimization. The crystal had eight rows, so eight atoms were added in each case. On top, each atom took the lowest-energy site found from 40 random starting positions. The lateral force, obtained from the change of relaxed energy with width, corresponds to a strain of $-0.04000$ for atoms inside the rows and $0.00000$ for atoms on top. The exact match with $-1/(n+1)$ comes from the harmonic bonds: bonds that stiffen under compression give a larger force at the same geometric strain. The number of added atoms is the same; their location decides the stress. This model has no surface stress, which a real crystal may have.

**When a cube root does appear**

Suppose material is inserted into an existing element of lateral area $A$, thickness $h$ and volume $V=Ah$, all measured in its stress-free state. Then

$$dV=h\,dA+A\,dh .$$

Let a constant fraction $f$ of each volume increment widen the element, so that $h\,dA=f\,dV$. Division by $V=Ah$ gives

$$\frac{dA}{A}=f\frac{dV}{V}.$$

Integrating from the metal volume to the oxide volume, a ratio $R$, gives $\lambda^2=R^f$. With the volume balance,

$$\lambda=R^{f/2},\qquad \lambda_n=\frac{R}{\lambda^2}=R^{1-f}.$$

Two cases matter here:

- $f=2/3$ gives $\lambda=\lambda_n=R^{1/3}$. Two of the three directions are lateral, so isotropic swelling sends two thirds of the added volume sideways.
- $f=0$ gives $\lambda=1$ and $\lambda_n=R$, the same stretches as outward growth.

Real lateral growth strain is possible when some oxide forms inside the scale, for instance at grain boundaries perpendicular to the surface. A small fraction is enough. A compressive stress of 1 GPa needs $e=-1/266.7=-0.00375$. If the plate holds the lateral length fixed, $\lambda(1+e)=1$, and therefore

$$f=\frac{2\ln\lambda}{\ln R}=\frac{-2\ln(1-0.00375)}{\ln1.728}\approx0.014 .$$

For an element that turns from metal to oxide in place, without creep or cracking, 1.4% of the added volume going sideways produces 1 GPa. In a scale that thickens at its outer surface, the strain from oxide formed inside it also depends on how much the scale has thickened and on the strain that new layers inherit, so 1.4% is not a prediction for that case. Still, a moderate growth stress is no evidence for the cube-root strain.

**Does the scale have to move?**

Yes, if it stays attached while the metal recedes. Put height zero at the original metal surface. After recession $s$, the metal interface is at $-s$ and the outer surface is at

$$-s+Rs=(R-1)s,$$

which is 7.28 µm in the example. Oxide deposited when the recession was $s'$ started at height $(R-1)s'$. It now has oxide of thickness $Rs'$ below it, so its height is $-s+Rs'$. Its displacement is

$$(-s+Rs')-(R-1)s'=-(s-s').$$

On a flat plate this is the same at every lateral position. The layer moves down without being stretched or compressed sideways. If the scale cannot follow the metal, cavities or detachment result and these positions no longer apply. The picture also assumes that the vacancies left by departing metal atoms are removed plane by plane at the interface, so that the plate keeps its lateral size. If instead they are absorbed isotropically inside a plate of thickness $H$ oxidized on both faces, the plate loses a volume fraction $2s/H$ and shrinks sideways by about $2s/(3H)$. With layers that form free of strain, the mean scale strain is then about $-s/(3H)$, which for $H=1$ mm is about $-0.9$ GPa before any creep.

On a convex surface the same motion does cause strain. Take a cylinder of initial radius $a$ with fixed axial length, and let each oxide ring keep its cross-sectional area as it moves inward. Assume also that each new ring forms at the oxide's own spacing, free of strain, instead of copying the compressed spacing beneath it. The area beneath a ring deposited at recession $s'$ consists of the remaining metal and the older oxide. Dividing by $\pi$, its radius $r$ at recession $s$ obeys

$$r^2=(a-s)^2+R\left[a^2-(a-s')^2\right].$$

At deposition, $s=s'$; call that radius $r'$. The term with $R$ cancels on subtraction:

$$r^2-r'^2=(a-s)^2-(a-s')^2=-(s-s')(2a-s-s').$$

For a recession and scale thickness much smaller than $a$, $r+r'\approx2a$. Thus $r-r'\approx-(s-s')$, and the hoop strain is

$$e_\theta=\frac{r-r'}{r'}\approx-\frac{s-s'}{a}.$$

To this order, equal steps of $s'$ produce equal oxide thicknesses, so the mean through the scale is

$$\bar e_\theta=-\frac1s\int_0^s\frac{s-s'}{a}\,ds'=-\frac{s}{2a}.$$

For $a=5$ mm and $s=10$ µm this is $-1.0\times10^{-3}$. Restacking 1000 thin rings numerically, without the leading-order approximation, gives $-9.98\times10^{-4}$ for $R=1.728$ and $-9.97\times10^{-4}$ for $R=2.5$. The finite ring step lowers both magnitudes by about 0.1%; for infinitely thin rings the area-weighted means are $-9.99\times10^{-4}$ and $-9.98\times10^{-4}$. The volume ratio enters only through small corrections.

For the stress, zero axial strain requires $\sigma_z=\nu\sigma_\theta$ when the radial stress is negligible, as in a thin scale. Then $e_\theta=(\sigma_\theta-\nu\sigma_z)/E=(1-\nu^2)\sigma_\theta/E$, so

$$\bar\sigma_\theta=\frac{E}{1-\nu^2}\,\bar e_\theta\approx-213\ \text{MPa}.$$

This compression comes from drawing the scale onto a smaller circumference. It vanishes as $a\to\infty$, which recovers the flat plate.

The assumption about new rings matters. Suppose each ring instead copies the spacing of the oxide beneath it, and extra columns are added to fill the longer circumference. A ring deposited at recession $s'$ then starts with strain $-s'/a$ and gains $-(s-s')/a$. Every ring ends with $-s/a$, so the mean strain and stress are twice as large.

If no columns are added and each ring simply continues the columns beneath it, the longer circumference stretches the new rings. With the first ring strain-free at radius $a$, a ring now at radius $r$ has strain $r/a-1\approx(Rs'-s)/a$. The mean is $(R/2-1)s/a$, or $-2.7\times10^{-4}$ here, with tension at the outer surface. In that case $R$ does matter.

**What this means for failure**

For a flat scale with uniform equal in-plane strain $e$, the stored elastic energy per unit area is $Me^2h$. The ratio $R$ affects the thickness through $h=Rs$, but it does not determine $e$. You need to know where new oxide forms, where the metal vacancies are absorbed, the shape of the surface, any inherited strain and how much creep has relaxed it. Cooling can add thermal-mismatch strain, which I have left out. A large $R$ alone therefore does not tell you that an outward-growing scale will crack or detach.

The argument does not carry over automatically to oxide formed at the metal interface by inward-moving oxygen. There, the way the new volume is accommodated has to be established separately.

Numerical values quoted here were computed with a short program.
